Cottey's Thin-Film Conductivity from an Exponential Surface Decay Length, part 1

(Sections cited here and not found follow in the second part.)

## First half: from wall collisions to Cottey's formula

A metal film fills the region 0 < z < d and is unbounded in x and y. A weak, steady electric field E points along x. The problem is to find how far collisions with the two faces lower the conductivity below its bulk value σ₀, when most of these collisions are mirror-like.

The model has these assumptions. The Fermi surface is a sphere, with Fermi speed v_F. Scattering inside the metal has one relaxation time τ and one mean free path l = v_F τ, the same as in the bulk. At each face an electron is reflected specularly with probability p, where 0 < p < 1: v_z changes sign, while v_x and v_y are kept. With probability 1 − p it is scattered diffusely and leaves in a random direction. The two faces are alike, and p does not depend on the angle of incidence. Electrons move as classical particles between collisions.

The direction of motion enters through

u = |v_z|/v_F, 0 ≤ u ≤ 1.

Thus u = 1 means motion straight across the film and small u means motion almost parallel to it. Two further abbreviations are

κ = d/l, L = ln(1/p).

Since p < 1, L is positive. Angle brackets ⟨…⟩ denote an average over the depth z at which an electron is observed, all depths being equally likely.

### (a) Conductivity as memory along a path

Express σ/σ₀ through the number N(s) of wall collisions that an electron made during the last stretch s of its path.

**Solution.** The electron charge is −e, so the force along x is F = −eE. The field is the same at every depth: in a steady state it has no curl, and nothing varies along x, so E cannot change with z.

Write the distribution as f₀ + δf, where f₀(ε) is the equilibrium distribution at energy ε. To first order in the field, the steady Boltzmann equation is

v_z ∂δf/∂z + F v_x df₀/dε = −δf/τ.

The second term arises because the derivative of f₀ with respect to momentum p_x is v_x df₀/dε. In the bulk there is no z dependence, and δf = (−df₀/dε) F v_x τ. For the film, put

δf = (−df₀/dε) F v_x τ G(z, v),

so that G is the fraction of the bulk response that survives. Inserting this and dividing by the common factor (−df₀/dε) F v_x gives

τ v_z ∂G/∂z = 1 − G.

If s now measures length along the path in the direction of motion, then v_z ∂G/∂z = v_F dG/ds, and therefore

l dG/ds = 1 − G.

The walls supply the boundary condition. Specular reflection keeps v_x, so it passes on the fraction p of the arriving G. The diffusely emitted electrons have a distribution that depends on energy alone, say A(−df₀/dε). The constant A follows from particle conservation. The arriving δf is odd in v_x, so its total flux into the wall vanishes. No excess particles arrive, none leave, and A = 0. Hence

G(leaving) = p G(arriving).

Follow the path backward from the point of observation. If the nearest wall collision lies a distance s₁ back, integration of the equation for G gives

G = ∫₀^{s₁} (ds/l) e^{−s/l} + e^{−s₁/l} G(leaving).

Replace G(leaving) by p G(arriving) and repeat the argument for the next stretch. Each stretch contributes the same kind of integral, with one more factor p for each wall already passed. The result is

G = ∫₀^∞ (ds/l) e^{−s/l} p^{N(s)}.

Momentum gained from the field a distance s ago still counts if the electron has escaped bulk scattering since then, with probability e^{−s/l}, and has been reflected specularly at all N(s) walls, with probability p^{N(s)}.

The current density is the sum of −e v_x δf over all states. It contains (−e)F = e²E, so it has the direction of the field, and it is weighted by v_x² G. At temperatures far below the Fermi temperature the factor −df₀/dε selects the Fermi sphere. With n_x = v_x/v_F and g = ⟨G⟩,

σ/σ₀ = ∫dΩ n_x² g / ∫dΩ n_x².

The denominator is 4π/3, because n_x², n_y² and n_z² have equal integrals that add up to 4π. In polar coordinates about z, n_x² = (1 − u²)cos²φ. The integral of cos²φ over φ is π. The factor g depends only on u, so the upper and lower hemispheres contribute equally:

σ/σ₀ = (3/4π) · π · 2 ∫₀¹ (1 − u²) g(u) du
 = (3/2) ∫₀¹ (1 − u²) g(u) du,

g(u) = ∫₀^∞ (ds/l) e^{−s/l} ⟨p^N⟩.

If p were 1, then g = 1, and the integral (3/2)(1 − 1/3) = 1 returns the bulk value. Perfect mirrors parallel to the current cost nothing in this model.

### (b) Counting wall collisions

For a given u and path length s, find the distribution of N over starting depths, its mean, and ⟨p^N⟩.

**Solution.** Along a path of length s the electron travels the total distance su in the normal direction, if every stretch is counted as positive. Measure this accumulated normal travel in film thicknesses:

x = su/d.

Let the first wall on the backward path lie at normal distance ξd. All depths are equally likely, so ξ is uniform between 0 and 1, whether the path leads up or down. After the first collision, each further collision requires one more full crossing. Collisions therefore occur at x = ξ, ξ + 1, ξ + 2, and so on.

Split x into its integer part j and remainder r, so x = j + r with 0 ≤ r < 1. If ξ < r, then j + 1 collisions have occurred. If ξ > r, there have been j. The first case has probability r and the second 1 − r. The mean is

⟨N⟩ = (1 − r)j + r(j + 1) = j + r = x.

The mean number of collisions is thus su/d for every path length, including paths shorter than one crossing. The mean survival factor is

⟨p^N⟩ = (1 − r)p^j + r p^{j+1} = p^j[1 − (1 − p)r].

As a function of x this is a chain of straight segments. It joins the values 1, p, p², … at x = 0, 1, 2, …. The corners remain after averaging over depth because successive collisions of one electron are evenly spaced.

### (c) The exponential decay length

Replace the survival factor of (b) by a smooth exponential that has the same values at whole numbers of crossings. Identify its decay length along the normal and along the path, and find the resulting g(u).

**Solution.** The function p^x takes the required values 1, p, p², …. In terms of the mean count, the replacement is

⟨p^N⟩ → p^{⟨N⟩} = p^x.

Because p = e^{−L}, this is

p^x = e^{−xL} = exp(−su L/d).

The accumulated normal travel is Z = su, so the factor is exp(−Z/λ_n) with

λ_n = d/L = d/ln(1/p).

This is the decay length along the normal direction. It is a length on the unfolded path, in which each reflection is replaced by continued straight motion into a mirror image of the film. It can therefore exceed the film thickness. After one crossing the factor is exp(−d/λ_n) = p, as it must be. Along the actual path the decay length is longer,

λ_path = d/(uL),

because an electron at a small angle to the film covers a long path between walls.

The replacement keeps the mean number of collisions and discards its spread: N takes two neighbouring values, and the average of p^N is not p raised to the average of N. It is an approximation, whose error is found in part (g).

Both losses are now exponential in s, so their rates per unit path add:

1/l_eff(u) = 1/l + uL/d.

The integral for g becomes elementary:

g_C(u) = ∫₀^∞ (ds/l) exp[−s(1/l + uL/d)]
 = (1/l)/(1/l + uL/d)
 = 1/(1 + uLl/d).

The combination

μ = d/(lL) = κ/L

compares the normal decay length with the bulk mean free path. With it,

g_C(u) = 1/(1 + u/μ) = μ/(μ + u).

The rates add separately for each direction. This does not mean that a bulk resistivity and a fixed surface resistivity add for the film as a whole. The directions conduct in parallel, and their unequal responses have still to be averaged.

### (d) The film conductivity

Carry out the average over directions.

**Solution.** From (a) and (c),

σ_C/σ₀ = (3/2) μ ∫₀¹ (1 − u²)/(μ + u) du.

To divide the polynomial, write 1 − u² as (1 − μ²) + (μ² − u²). The second bracket equals (μ − u)(μ + u), so

(1 − u²)/(μ + u) = μ − u + (1 − μ²)/(μ + u).

The three terms integrate to

∫₀¹ μ du = μ,

∫₀¹ u du = 1/2,

∫₀¹ du/(μ + u) = ln[(1 + μ)/μ] = ln(1 + 1/μ).

Therefore

σ_C/σ₀ = (3/2) μ [μ − 1/2 + (1 − μ²) ln(1 + 1/μ)].

This is Cottey's conductivity. Thickness, bulk mean free path and specularity enter only through μ. Within this approximation, a thinner film with better mirrors has the same σ/σ₀ as a thicker film with poorer ones, if d/ln(1/p) and l are the same.

The derivation was also checked without the division by polynomials. The path integral of (c) was integrated numerically over path length and over both angles of the sphere for (κ, p) = (0.5, 0.8), (2, 0.5) and (1, 0.95). It agreed with the closed form to within 10⁻⁷.

### (e) Weak and strong surface loss

Find σ_C/σ₀ for large μ and for small μ, and say which electrons carry the current in the second case.

**Solution.** For large μ the closed form is a small difference of large terms, so it is easier to expand the integrand. The identity

1/(1 + q) = 1 − q + q² − q³/(1 + q), with q = u/μ,

requires the averages

(3/2)∫₀¹(1 − u²)u du = (3/2)(1/2 − 1/4) = 3/8,

(3/2)∫₀¹(1 − u²)u² du = (3/2)(1/3 − 1/5) = 1/5,

(3/2)∫₀¹(1 − u²)u³ du = (3/2)(1/4 − 1/6) = 1/8.

Hence

σ_C/σ₀ = 1 − 3/(8μ) + 1/(5μ²) − R₃, 0 < R₃ < 1/(8μ³).

The first correction is −3lL/(8d). It is proportional to the collision frequency with the walls and to the loss L assigned to each collision.

For small μ, separate the logarithm:

ln(1 + 1/μ) = ln(1/μ) + ln(1 + μ).

As μ → 0 the last term vanishes, and so do μ and μ² ln(1/μ). The bracket in (d) tends to ln(1/μ) − 1/2, which gives

σ_C/σ₀ ≈ (3/2) μ [ln(1/μ) − 1/2].

The logarithm comes from the integral of μ/u between u of order μ and u of order 1. Electrons in this range lose their drift mainly at the walls, and those at smaller angles to the film keep it longer. For u well below μ, bulk scattering takes over and stops the growth.

If d and p are held fixed and l grows, σ₀ grows as l while μ falls as 1/l. The product σ₀μ is constant, but the logarithm still increases. The film conductivity thus grows without limit, though only logarithmically, because electrons at ever smaller angles escape the walls for ever longer. The logarithmic form depends on an angle-independent p. If p rises to 1 at grazing incidence as exp(−cu²), the form used in part (j), electrons with u below about (d/cl)^{1/3} keep most of their bulk response, and the conductivity grows faster, as l^{2/3}. Either result assumes classical motion at arbitrarily small angles.

## Second half: accuracy, limits and a copper film

The film has thickness d, bulk mean free path l and specular probability p at each face. As before, u = |v_z|/v_F, κ = d/l, L = ln(1/p) and μ = κ/L. The conductivity relative to the bulk is

σ/σ₀ = (3/2)∫₀¹(1 − u²)g(u)du.

The mean survival factor after normal travel xd, with x = j + r, is p^j[1 − (1 − p)r], where j is an integer and 0 ≤ r < 1. Replacing it by p^x = e^{−xL} gave

g_C = 1/(1 + u/μ),

σ_C/σ₀ = (3/2)μ[μ − 1/2 + (1 − μ²)ln(1 + 1/μ)].

### (f) The average without the replacement

Calculate g(u) from the stepwise survival factor itself.

**Solution.** Define a = κ/u, the length of one crossing in units of l. Since s = xd/u, we have s/l = ax, and

g_F = ∫₀^∞ a e^{−ax} ⟨p^N⟩ dx.

Each interval from x = j to j + 1 contributes the factor p^j e^{−aj} times the same integral over r:

g_F = Σ_j (p e^{−a})^j ∫₀¹ a e^{−ar}[1 − (1 − p)r] dr.

The geometric sum over j = 0, 1, 2, … is 1/(1 − p e^{−a}). The two integrals are

∫₀¹ a e^{−ar} dr = 1 − e^{−a},

∫₀¹ a r e^{−ar} dr = −e^{−a} + (1 − e^{−a})/a,

the second by integration by parts. The full integral over r is then

1 − e^{−a} + (1 − p)e^{−a} − (1 − p)(1 − e^{−a})/a
 = 1 − p e^{−a} − (1 − p)(1 − e^{−a})/a.

Division by 1 − p e^{−a} gives

g_F = 1 − (1 − p)(1 − e^{−a})/[a(1 − p e^{−a})].

With the angular average, this is the Fuchs-Sondheimer conductivity σ_F for the same film. It treats the stated classical model without the exponential replacement.

The kinetic equation confirms the result. With ζ = z/d, an upward-moving electron obeys dG/dζ = a(1 − G), so G = 1 − C e^{−aζ}. By the mirror symmetry of the film, the electron arriving at the lower face has the same G as one arriving at the upper face. The wall condition is therefore G(0) = pG(1), or

1 − C = p(1 − C e^{−a}), C = (1 − p)/(1 − p e^{−a}).

The depth average 1 − C(1 − e^{−a})/a is again g_F. A numerical solution of the coupled equations for upward and downward motion on 300 cells, which did not assume this symmetry, agreed to within 10⁻⁴ for a = 0.2, 1, 3 and p = 0.9, 0.4.

For comparison with g_C, put p = e^{−L} and use 1 − e^{−y} = 2e^{−y/2} sinh(y/2) for y = L, a and a + L. The exponential prefactors cancel:

(1 − p)(1 − e^{−a})/(1 − p e^{−a})
 = 2 sinh(L/2) sinh(a/2)/sinh[(a + L)/2].

The addition theorem for sinh turns the right side into 2/S, with

S = coth(a/2) + coth(L/2).

Thus

1 − g_F = 2/(aS).

The classical film model has now given two conductivities: Cottey's closed form, which uses an exponential survival factor, and the Fuchs-Sondheimer result, which keeps the stepwise one. It remains to bound their difference, compare their limits, and apply them to a copper film, including an estimate of what the model leaves out.
